# Mean Breakdown Lifetime from a Test with Surviving Devices

**Q.** You held ten insulating films under voltage for 1000 s. Six broke down and four did not. How can you quote a mean lifetime when four of the lifetimes were never seen?

**A.** Not without a model of how the devices fail. I assume that they fail independently, under the same constant stress, and that each breakdown time $T$ has the probability density

$$f(t)=\frac{1}{\theta}\,e^{-t/\theta},\qquad t\ge 0,\quad \theta>0 .$$

The one unknown is $\theta$, which is the mean lifetime, as integration by parts shows:

$$\int_0^\infty t f(t)\,dt=\Big[-t\,e^{-t/\theta}\Big]_0^\infty+\int_0^\infty e^{-t/\theta}\,dt=0+\theta .$$

The question becomes which $\theta$ makes the whole record, survivors included, most probable. That value is the maximum-likelihood estimate.

**Q.** What does the exponential form say about the physics?

**A.** That devices do not age. The probability of lasting beyond $t$ is

$$S(t)=\int_t^\infty \frac{1}{\theta}e^{-t'/\theta}\,dt'=e^{-t/\theta}.$$

The failure rate of a device still alive at $t$ is therefore $f(t)/S(t)=1/\theta$, the same at every time. A film that has survived 900 s is as good as a fresh one. This is a strong assumption, and its failure has a price that can be computed.

**Q.** Grant it for now. A failure at 270 s is a number. What number does a survivor supply?

**A.** It supplies an inequality, and an inequality has a probability too. Let device $i$ be watched until it fails or until an end time $c_i$ fixed in advance.

- If it fails at $t_i$, the probability of a failure recorded within a short interval $dt$ is $f(t_i)\,dt$.
- If it survives, we know that $T>c_i$ and nothing more. The probability of that is $S(c_i)=e^{-c_i/\theta}$.

The width $dt$ does not depend on $\theta$, so it cannot move the maximum and may be dropped.

**Q.** Does it matter why the watching stopped?

**A.** Yes. The factor $S(c_i)$ is right if the end time carries no information about coming failure. A preset end time meets this condition. If an operator removed films whose leakage current had begun to rise, the removed devices would be worse than average, and $S(c_i)$ would credit them with too much life.

**Q.** Then put the pieces together.

**A.** Let $r$ be the number of observed failures. Independence means that the probabilities multiply:

$$L(\theta)=\prod_{\text{failed}}\frac{1}{\theta}e^{-t_i/\theta}\prod_{\text{survived}}e^{-c_i/\theta}.$$

Each failure brings one factor $1/\theta$, and every device, failed or not, brings an exponential of its own running time. Adding the exponents gives

$$L(\theta)=\theta^{-r}e^{-W/\theta},\qquad W=\sum_{\text{failed}}t_i+\sum_{\text{survived}}c_i .$$

$W$ is the total device time on test. Within this model, the data enter the likelihood through the two numbers $r$ and $W$ alone.

**Q.** And where is the maximum?

**A.** The logarithm increases with its argument, so $L$ and $\ln L$ peak at the same place. We have

$$\ln L=-r\ln\theta-\frac{W}{\theta},\qquad \frac{d\ln L}{d\theta}=-\frac{r}{\theta}+\frac{W}{\theta^2}=\frac{r}{\theta^2}\left(\frac{W}{r}-\theta\right),$$

where the last form requires $r\ge1$. The slope vanishes at

$$\boxed{\hat\theta=\frac{W}{r}=\frac{\text{total device time on test}}{\text{observed failures}}}$$

**Q.** A zero slope could be a minimum, or a minor peak.

**A.** The factor $r/\theta^2$ is positive, so the slope is positive for every $\theta<\hat\theta$ and negative for every $\theta>\hat\theta$. The likelihood climbs to $\hat\theta$ and falls ever after, so this is the single global maximum.

**Q.** What if nothing fails? You would divide by zero.

**A.** For $r=0$ the likelihood is $L=e^{-W/\theta}$. It rises towards 1 as $\theta\to\infty$ and has no maximum at finite $\theta$. The data still give a lower bound. The probability of seeing no failure is below 5% if $e^{-W/\theta}<1/20$, that is, if $\theta<W/\ln 20\approx W/3$. A test without failures thus excludes lifetimes shorter than about a third of the device time, at the 95% level.

**Q.** Show me the numbers for your ten films.

**A.** The failure times, chosen for illustration and not measured, are 60, 150, 270, 420, 610 and 890 s. They add up to 2400 s. The four survivors ran for $4\times1000=4000$ s. Hence

$$W=2400+4000=6400\ \text{s},\qquad \hat\theta=\frac{6400\ \text{s}}{6}=1066.7\ \text{s}\approx 17.8\ \text{min}.$$

A numerical search for the maximum, using the density for each failure and the numerically integrated tail for each survivor, also gives 1066.7 s.

**Q.** That exceeds the length of the test. I would rather average what was seen: 2400 s over six failures is 400 s.

**A.** That average keeps the short lives and discards the long ones. To see the damage, take a common end time $c$ and let $p=1-e^{-c/\theta}$ be the probability of failing before it. A device is watched for the time $\min(T,c)$, whose mean is

$$E[\min(T,c)]=\int_0^c \frac{t}{\theta}e^{-t/\theta}dt+c\,e^{-c/\theta}.$$

Integration by parts turns the first term into $-c\,e^{-c/\theta}+\int_0^c e^{-t/\theta}dt$. The boundary term cancels the survivors' term, which leaves

$$E[\min(T,c)]=\int_0^c e^{-t/\theta}dt=\theta\left(1-e^{-c/\theta}\right)=\theta p .$$

Of this mean, survivors contribute $c(1-p)$ and failures the rest, $\theta p-c(1-p)$. Dividing the rest by the probability $p$ of failing gives the mean of the observed failure times:

$$m=\theta-\frac{c(1-p)}{p}<\theta .$$

With a true mean of 1000 s and $c=1000$ s, $p=0.632$ and $m=418$ s. More devices do not cure this; they make the average settle more firmly on the wrong value.

**Q.** Then count the survivors as if they had failed at 1000 s. That gives 6400 s over ten devices, or 640 s.

**A.** That average tends to $E[\min(T,c)]=\theta p$, which is 632 s in the same case. It is too small because each survivor is charged with a breakdown that did not happen.

The calculation also shows why $W/r$ works. For $n$ devices, $E[W]=n\theta p$ and $E[r]=np$, so

$$E[W]=\theta\,E[r].$$

Device time accumulates at an average of $\theta$ per failure, wherever the test is cut. As $n$ grows, $W/n$ and $r/n$ settle on their means, and $W/r$ tends to $\theta$.

**Q.** What happens for a very long or a very short test?

**A.** If $c\gg\theta$, nearly all devices fail, $r\to n$, and $W/r$ becomes the ordinary average of the lifetimes. If $c\ll\theta$, then $p\approx c/\theta$ and the expected number of failures is $np\approx nc/\theta$. Only the product $nc$ enters that number, so twice the devices for half the time yield as many failures. This exchange rests on the constant failure rate. With ageing, a thousand devices for one hour do not replace one device for a thousand hours.

**Q.** You claimed that $W/r$ tends to $\theta$ for many devices. You have ten. Is the estimate right on average?

**A.** No. Given $r$ failures, the expected device time is $rm+(n-r)c$. Dividing by $r$ and averaging over the tests with at least one failure gives

$$E[\hat\theta\,|\,r\ge1]=m+c\left(n\,E\!\left[\tfrac1r\Big|\,r\ge1\right]-1\right).$$

Since $\theta=m+c(1/p-1)$, the bias is

$$E[\hat\theta\,|\,r\ge1]-\theta=c\left(n\,E\!\left[\tfrac1r\Big|\,r\ge1\right]-\frac1p\right).$$

For ten devices and $\theta=c=1000$ s, the formula gives a mean estimate of 1122 s, which is 12% too high. A simulation of 100,000 such tests gives $1122.7\pm1.9$ s. Tests that happen to have few failures yield very large estimates, and these outweigh the low ones. Tests with no failure had to be left out, but their probability is only $(1-p)^{10}=e^{-10}\approx4.5\times10^{-5}$.

**Q.** So the estimate is always too high?

**A.** The sign depends on the test. With a single device, $r\ge1$ means $r=1$, and the formula returns $m$, which is below $\theta$. That is as it must be, since the estimate is then one failure time no longer than $c$. Maximum likelihood picks the $\theta$ that makes the record most probable; it does not promise a correct average in small samples.

**Q.** How uncertain is your 1067 s?

**A.** Consider many devices first. The error can be written as

$$\hat\theta-\theta=\frac{W-r\theta}{r}.$$

The numerator is a sum over devices of $Y=\min(T,c)-\theta\,\delta$, where $\delta=1$ for a failure and 0 for a survivor. Its mean is $\theta p-\theta p=0$. For its variance, set $x=t/\theta$ and $a=c/\theta$:

$$E[Y^2]=\theta^2\left[\int_0^a(x-1)^2e^{-x}dx+a^2e^{-a}\right].$$

The derivative of $-(x^2+1)e^{-x}$ is $(x^2-2x+1)e^{-x}$, which is the integrand. The integral is therefore $1-(a^2+1)e^{-a}$, and

$$E[Y^2]=\theta^2\left(1-e^{-a}\right)=\theta^2p .$$

The numerator has variance $n\theta^2p$. In a large sample the denominator is close to $np$, so

$$\text{standard deviation of }\hat\theta\approx\frac{\sqrt{n\theta^2p}}{np}=\frac{\theta}{\sqrt{np}}\approx\frac{\hat\theta}{\sqrt r}.$$

For 400 devices with $\theta=c=1000$ s, the formula gives 62.9 s, and 10,000 simulated tests show a spread of 63.2 s.

**Q.** Does the likelihood itself know about this width?

**A.** Yes, through its curvature. Differentiating the slope once more and inserting $W=r\hat\theta$ gives

$$\frac{d^2\ln L}{d\theta^2}\bigg|_{\hat\theta}=\frac{r}{\hat\theta^2}-\frac{2W}{\hat\theta^3}=-\frac{r}{\hat\theta^2}.$$

Near its peak, $L$ is approximately a Gaussian of width $\hat\theta/\sqrt r$, the same standard error. The precision is set by the number of failures, not by the number of devices. A relative standard error of 10% needs about 100 failures.

**Q.** You have six.

**A.** So the large-sample formula gives $1066.7/\sqrt6\approx435$ s, or 41% of the estimate. At this size it understates the scatter. For ten devices, $c=1000$ s and a true mean of 1067 s, the standard deviation of $W/r$ over tests with at least one failure is about 670 s, inflated by the tests with few failures. A symmetric error bar is therefore doubtful. It is better to keep the true shape of the likelihood. With $W=r\hat\theta$,

$$\ln L(\hat\theta)=-r\ln\hat\theta-r,\qquad \ln L(\theta)=-r\ln\theta-r\frac{\hat\theta}{\theta},$$

and twice the difference is

$$D(\theta)=2r\left[\ln\frac{\theta}{\hat\theta}+\frac{\hat\theta}{\theta}-1\right].$$

Set $\hat\theta/\theta=1+\varepsilon$. For small $\varepsilon$ the bracket is $-\ln(1+\varepsilon)+\varepsilon\approx\varepsilon^2/2$, so $D\approx r\varepsilon^2$. This is the squared error in units of the standard error. By the central limit theorem the error is nearly Gaussian in large samples, so $D$ at the true $\theta$ stays below $1.96^2\approx3.84$ in 95% of tests. The values with $D(\theta)\le3.84$ form an approximate 95% interval.

For the ten films it runs from 526 to 2684 s. At the upper end, for instance,

$$D=12\,[\,0.923+0.397-1\,]=3.84 .$$

The interval reaches much further up than down, because six failures exclude a short lifetime more firmly than a long one.

**Q.** You used a large-sample threshold for six failures.

**A.** That is why its coverage needs checking. In the 100,000 simulated ten-device tests with $\theta=c=1000$ s, the interval contained the true mean in 94.2% of cases. That is close to 95% for this design; it is no guarantee for a test with one or two failures.

**Q.** Now the physics. What are these films supposed to be?

**A.** The example is set in the regime of magnesium oxide barriers in magnetic tunnel junctions. The barrier is 1.5 nm thick and carries 1.5 V, a field of 1 V/nm or 10 MV/cm. All device parameters here are rough values, and the stress is deliberately harsh so that failures occur within minutes. Two assumptions need examining for such films: that they do not age, and that they are identical.

**Q.** How much does ageing move the answer?

**A.** Take a Weibull law, $S(t)=e^{-(t/\lambda)^k}$, with shape $k=1.5$. Its failure rate grows as $t^{0.5}$, and $k=1$ is the exponential case. Choose the scale $\lambda$ so that the true mean is still 1066.7 s, and keep the end at 1000 s. In a large sample, $W/r$ then comes out 30% above the true mean.

The direction can be derived. For any lifetime law with failure rate $h(t)$, the failure density is $hS$ and the mean watched time is $\int_0^cS\,dt$, so in large samples

$$\frac rW\to\frac{\int_0^c h(t)S(t)\,dt}{\int_0^c S(t)\,dt}.$$

This is an average of the failure rate over the watched period. If the test ran to the end of every life, its inverse would be the true mean whatever the law. Cutting the test removes late times. When the rate rises, those are the times of high rate, so the observed rate is too low and $W/r$ too high.

**Q.** Surely the data would warn you.

**A.** Ten devices are too few. Fitting the Weibull shape to them gives $k=1.00$, but that reflects the illustrative times I chose and says nothing about magnesium oxide. More telling is the range of shapes that the data leave open: with the approximate threshold 3.84, it runs from about 0.4 to 1.9. Twice the log-likelihood difference between the best shape and $k=1.5$ is 1.45, well below 3.84. With $k=1.5$, the best fit to the ten films has a mean of 883 s, and $W/r$ lies 21% above it. The data fit the exponential law and cannot exclude an ageing law that would make the quoted mean too high by that much. The shift is smaller than the 30% found above because a shorter true mean leaves fewer lives cut off. The shapes below 1, a falling failure rate, move the mean further and the other way: $k=0.6$ fits about as well as $k=1.5$, its best fit has a mean of about 2050 s, and $W/r$ is then only about half of it. With the shape left free, the same threshold allows means from about 530 to 7900 s, against 526 to 2684 s for the exponential law.

**Q.** Real barriers are not identical either.

**A.** At fixed voltage, a thinner barrier sees a higher field. Suppose that $\ln\theta$ falls by 4 for each additional MV/cm. A thickness spread of 1% changes the field by 1% of 10 MV/cm, or 0.1 MV/cm, and $\ln\theta$ by 0.4. With a Gaussian spread of that size and the population mean held at 1066.7 s, $W/r$ settles 8.6% too low. Weak devices fail first, so the failure rate of the remaining population falls with time. The cut test then misses the times of low rate, the reverse of ageing.

**Q.** And the current through the barrier?

**A.** It changes the conditions to which $\theta$ refers, rather than the algebra. Tunnel resistance falls with voltage, so the value at the stress voltage is the one that counts. With a resistance–area product of 1000 Ω µm² at 1.5 V and an area of 0.01 µm², the junction has 100 kΩ and dissipates $(1.5\ \text V)^2/100\ \text{k}\Omega=22.5$ µW. A thermal resistance of $10^5$ K/W makes that 2.25 K of heating. For an activation energy of 0.5 eV, the lifetime is 13% shorter than it would be at 300 K.

Leads of 100 Ω take about 0.1% of the voltage, so the barrier lives 4% longer than it would at the full 1.5 V. Logging failures at the end of one-second steps adds on average half a second per failure, or 3 s in 6400 s, which is negligible.

Memory junctions switched by current have much lower resistance–area products, roughly ten Ω µm². At the same voltage, area and thermal resistance, their heating would no longer be a small correction.

**Q.** Then a product with this barrier lasts 18 minutes?

**A.** Under this stress, the mean is about that. Service conditions need a further model. Take 1.0 V across the same barrier, or 6.67 MV/cm, and 358 K. If $\ln\theta$ stays linear in the field over the whole range, the lower field multiplies the lifetime by

$$e^{4.0\times3.33}\approx6\times10^5 .$$

The higher temperature, with the same 0.5 eV, multiplies it by 0.044 if the test is taken to be at 300 K. Self-heating is left out here; including it would lengthen the result by 10 to 15%. The product with 1067 s is about 0.9 years.

**Q.** Would you sign for 0.9 years?

**A.** No. A field coefficient larger by 10% multiplies the result by 3.8. The form of the field law matters even more: if $\ln\theta$ were linear in the inverse field, with the same slope at 10 MV/cm, the result would be nearly 800 times longer. The statistical interval at the stress condition reaches up to 2.5 times the estimate and down to about half of it. Here the extrapolation is far more uncertain than the counting. More failures at 1.5 V would narrow the interval for $\theta$ but would determine neither the field coefficient nor the form of the law; that takes tests at several voltages, reaching as close to service conditions as time allows.

What the ten films support is narrower: if breakdown at this stress has a constant rate common to all devices, the best estimate of its mean time is near 1100 s, and values between about 500 and 2700 s are compatible with the record. The numerical output below lists the values used.

## Numbers as computed

```
EXAMPLE
failure times (s): 60 150 270 420 610 890
devices n, failures r, survivors: 10, 6, 4
test end c: 1000 s
time of failed devices: 2400 s
time of survivors: 4000 s
total device time W: 6400 s
theta_hat = W/r: 1066.7 s = 17.78 min
maximum found by numerical search: 1066.7 s
mean of failures only: 400.0 s
survivors counted as failures: 640.0 s
standard error: 435.5 s
95% likelihood threshold: 3.841
approximate 95% interval: 526 to 2684 s
REPEATED TESTS, KNOWN MEAN
true mean: 1000 s; failure probability p: 0.6321
large-sample limit, failures only: 418.0 s
large-sample limit, all counted failed: 632.1 s
expected theta_hat, n=10, r>=1, formula: 1122.0 s
same, simulated: 1122.7 +/- 1.9 s
probability of no failures: 4.54e-05
simulated interval coverage: 94.2 %
spread for n=400, formula: 62.9 s
spread for n=400, simulated: 63.2 s
NEGLECTED EFFECTS (rough MgO barrier values)
thickness: 1.5 nm; voltage: 1.5 V
field: 10.0 MV/cm
Weibull shape tried: 1.5; best fit: 1.00
likelihood statistic against shape 1.5: 1.45
wear-out error of W/r: +30.3 %
field coefficient: 4.0 per MV/cm
thickness spread: 1.0 %
resulting spread of ln(lifetime): 0.40
mixing error of W/r: -8.6 %
resistance-area product: 1000 ohm um^2
junction area: 0.01 um^2; power: 22.5 uW
thermal resistance: 1e+05 K/W
self-heating: 2.25 K; activation: 0.5 eV
lifetime change by heating: -13.4 %
lead resistance: 100 ohm
lifetime change by lead drop: +4.1 %
readout step: 1 s
readout error of W/r: +0.047 %
use: 1.0 V, 6.67 MV/cm, 358 K
test temperature: 300 K
lifetime factor from lower voltage: 6.2e+05
lifetime factor from use temperature: 0.044
extrapolated use lifetime: 0.9 years
factor if field coefficient is 10% larger: 3.8
```
